# Magnon-Drag Thermopower from Momentum Balance of Electron and Magnon Fluids

## Definitions and conventions

A ferromagnetic metal contains \(n\) conduction electrons per volume, each of charge \(-e\) with \(e>0\) and of mass \(m\). Its magnons have the energy
\[
\varepsilon_k=Dk^2=\frac{\hbar^2k^2}{2M},\qquad M=\frac{\hbar^2}{2D},\qquad \mathbf v_k=\frac1\hbar\nabla_k\varepsilon_k=\frac{\hbar\mathbf k}{M}, \tag{1}
\]
where \(D\) is the spin-wave stiffness. The symbol \(\sum_k\) means \(\int d^3k/(2\pi)^3\), a sum per volume. In equilibrium the magnon occupation is \(n_0=1/(e^{\varepsilon/k_BT}-1)\), with zero chemical potential. The magnon density, energy density, entropy density and heat capacity per volume are \(n_m\), \(u\), \(s\) and \(C=du/dT\).

A voltmeter responds to the electrochemical potential, so the thermopower is defined through
\[
\mathbf E'=\mathbf E+\frac{\nabla\mu}{e},\qquad \mathbf E'=S\,\nabla T\quad\text{at zero electric current}, \tag{2}
\]
where \(\mu\) is the chemical potential of the electrons. In this convention \(S<0\) means that the field points from hot to cold.

Three relaxation times enter:

- \(\tau_m\): magnons lose momentum to the lattice and to defects;
- \(\tau_{me}\): magnons lose momentum to the electrons;
- \(\tau_e\): electrons lose momentum to the lattice and to defects.

## Theorem

Assume the following.

1. The response is linear, and the sample is three-dimensional and much longer than the magnon mean free path.
2. Electrons, magnons and lattice share the local temperature \(T(\mathbf r)\). Spin relaxation keeps the magnon chemical potential at zero and prevents spin accumulation.
3. The magnon dispersion is (1), without a gap.
4. Electron-magnon and magnon-magnon collisions conserve total momentum: there is no Umklapp.
5. The electrons form one electron-like band, and the relaxation times do not depend on wave vector.

Then the magnons contribute to the open-circuit thermopower
\[
\boxed{S_{md}=-\frac{2C}{3ne}\,\frac{1}{1+\tau_{me}/\tau_m}} \tag{3}
\]
in addition to the electron diffusion part.

## Lemma 1: pressure of the magnon gas

*For the dispersion (1), \(dp/dT=2C/3=s\).*

**Proof.** The pressure is the flux along \(z\) of the \(z\) component of momentum. By isotropy it is one third of the trace of the momentum flux:
\[
p=\sum_k\hbar k_zv_zn_0=\frac13\sum_k\hbar k\,v_k\,n_0 .
\]
By (1), \(\hbar kv_k=\hbar^2k^2/M=2\varepsilon_k\). Therefore
\[
p=\tfrac23u,\qquad \frac{dp}{dT}=\tfrac23C. \tag{4}
\]
For the entropy the temperature law is needed. Set \(x=\varepsilon/k_BT\), so that \(k=(k_BTx/D)^{1/2}\) and \(k^2dk=\tfrac12(k_BT/D)^{3/2}x^{1/2}dx\). Then
\[
n_m=\frac1{2\pi^2}\int_0^\infty\frac{k^2dk}{e^{x}-1}
=\frac1{4\pi^2}\left(\frac{k_BT}{D}\right)^{3/2}\Gamma(\tfrac32)\zeta(\tfrac32)
=\zeta(\tfrac32)\left(\frac{k_BT}{4\pi D}\right)^{3/2}, \tag{5}
\]
because \(\Gamma(\tfrac32)=\sqrt\pi/2\) and \((4\pi)^{3/2}=8\pi^{3/2}\). The energy density has one more factor \(k_BTx\), which replaces \(\Gamma(\tfrac32)\zeta(\tfrac32)\) by \(k_BT\,\Gamma(\tfrac52)\zeta(\tfrac52)\). With \(\Gamma(\tfrac52)=\tfrac32\Gamma(\tfrac32)\),
\[
u=\tfrac32k_BT\,\zeta(\tfrac52)\left(\frac{k_BT}{4\pi D}\right)^{3/2},\qquad
C=\frac{5u}{2T}=\tfrac{15}4k_B\,\zeta(\tfrac52)\left(\frac{k_BT}{4\pi D}\right)^{3/2}. \tag{6}
\]
Since \(C\propto T^{3/2}\), the entropy is \(s=\int_0^TC(T')\,dT'/T'=C/(3/2)=2C/3\). ∎

The factor 2/3 comes from the quadratic dispersion. For \(\varepsilon=\hbar ck\) one has \(\hbar kv=\varepsilon\), hence \(p=u/3\) and \(dp/dT=C/3\).

## Lemma 2: the drifting magnon gas

*Collisions with electrons that drift at velocity \(\mathbf v_e\) leave unchanged a magnon gas that drifts at the same velocity. To first order its momentum density is \(n_mM\mathbf v_e\).*

**Proof.** Let an electron go from \(\mathbf k\) to \(\mathbf k+\mathbf q\) by absorbing a magnon \(\mathbf q\). Write the drifting electron and magnon distributions as \(f_i=1/(e^{a_i}+1)\) and \(N=1/(e^b-1)\), with
\[
a_1=\frac{E_1-\hbar\mathbf k\cdot\mathbf v_e-\mu}{k_BT},\quad
b=\frac{\varepsilon_q-\hbar\mathbf q\cdot\mathbf v_e}{k_BT},\quad
a_2=\frac{E_2-\hbar(\mathbf k+\mathbf q)\cdot\mathbf v_e-\mu}{k_BT}.
\]
Energy conservation, \(E_2=E_1+\varepsilon_q\), gives \(a_2=a_1+b\). Since \(f_i/(1-f_i)=e^{-a_i}\) and \(N/(1+N)=e^{-b}\), the ratio of the absorption rate to the emission rate is
\[
\frac{f_1(1-f_2)N}{f_2(1-f_1)(1+N)}=e^{-a_1+a_2-b}=1 .
\]
Each process is balanced by its reverse. For the momentum, expand the drifting distribution to first order, \(N\simeq n_0+\hbar\mathbf k\cdot\mathbf v_e(-\partial n_0/\partial\varepsilon)\). (The expansion is needed because \(b\) turns negative at very small \(q\), where a finite drift has no steady Bose distribution.) With \(\mathbf v_e\) along \(z\),
\[
P_z=v_e\sum_k\hbar^2k_z^2\left(-\frac{\partial n_0}{\partial\varepsilon}\right).
\]
By the chain rule \(\partial n_0/\partial k_z=(\hbar^2k_z/M)\,\partial n_0/\partial\varepsilon\), so an integration by parts gives
\[
P_z=-Mv_e\sum_kk_z\frac{\partial n_0}{\partial k_z}=Mv_e\sum_kn_0=n_mMv_e. \tag{7}
\]
The surface terms vanish: \(n_0\) falls exponentially at large \(k\), and \(k^3n_0\propto k\to0\) at the origin. ∎

The lemma fixes the state towards which electrons drive the magnons. That they do so at one rate \(1/\tau_{me}\) is an assumption of the model.

## Proof of the theorem

**Magnon balance.** In a steady state with a weak temperature gradient the magnon distribution \(N_k\) obeys
\[
\mathbf v_k\cdot\nabla T\,\frac{\partial n_0}{\partial T}
=-\frac{N_k-n_0}{\tau_m}-\frac{N_k-n_{\mathbf v_e}}{\tau_{me}}+I_{mm}, \tag{8}
\]
where \(n_{\mathbf v_e}\) is the distribution drifting with the electrons and \(I_{mm}\) describes magnon-magnon collisions. Multiply by \(\hbar\mathbf k\) and sum. The left side becomes \((dp/dT)\nabla T=\nabla p\). The equilibrium part \(n_0\) carries no momentum, \(n_{\mathbf v_e}\) carries \(n_mM\mathbf v_e\) by (7), and \(I_{mm}\) drops out because it conserves momentum. Define the magnon fluid velocity by \(\sum_k\hbar\mathbf kN_k=n_mM\mathbf v_m\). Then
\[
0=-\nabla p-\frac{n_mM}{\tau_m}\mathbf v_m-\frac{n_mM}{\tau_{me}}(\mathbf v_m-\mathbf v_e). \tag{9}
\]

**Electron balance.** The momentum that magnons lose in the last term of (9) appears in the electrons. The forces per volume on the electrons therefore satisfy
\[
0=-ne\mathbf E-\nabla p_e-\frac{nm}{\tau_e}\mathbf v_e+\frac{n_mM}{\tau_{me}}(\mathbf v_m-\mathbf v_e).
\]
The electron pressure obeys \(\nabla p_e=n\nabla\mu+s_e\nabla T\), with \(s_e\) the electron entropy density. The \(\nabla\mu\) term joins the field, since \(-ne\mathbf E-n\nabla\mu=-ne\mathbf E'\):
\[
0=-ne\mathbf E'-s_e\nabla T-\frac{nm}{\tau_e}\mathbf v_e+\frac{n_mM}{\tau_{me}}(\mathbf v_m-\mathbf v_e). \tag{10}
\]

**Open circuit.** Zero current means \(\mathbf v_e=0\), so \(\tau_e\) drops out. Equation (9) gives
\[
n_mM\mathbf v_m=-\frac{\nabla p}{1/\tau_m+1/\tau_{me}} .
\]
The force on the electrons is this momentum density divided by \(\tau_{me}\):
\[
\frac{n_mM\mathbf v_m}{\tau_{me}}=-\varphi\,\nabla p,\qquad
\varphi=\frac{1/\tau_{me}}{1/\tau_m+1/\tau_{me}}=\frac1{1+\tau_{me}/\tau_m}. \tag{11}
\]
Insert it in (10), with \(\nabla p=\tfrac23C\nabla T\) from Lemma 1:
\[
\mathbf E'=-\left[\frac{s_e}{ne}+\frac{2C}{3ne}\,\varphi\right]\nabla T. \tag{12}
\]
The first term is electron diffusion and the second is (3). ∎

The magnon pressure pushes the magnons from hot to cold. They hand the share \(\varphi\) of that push to the electrons, and the field that holds the electrons back must pull them towards the hot end. For negative charges it points from hot to cold, hence \(S_{md}<0\).

The condition \(\mathbf v_e=0\) need not be imposed by hand. Equations (9) and (10) were integrated in time with inertia and charge build-up included and the diffusion term omitted, for \((\tau_m,\tau_{me})=(10,5)\) and \((4,12)\) ps, each with \(\tau_e=0.02\) and \(0.2\) ps. The field settled at \(-2/3\) and \(-1/4\) of \(\nabla p/(ne)\), within a relative \(10^{-4}\), for both values of \(\tau_e\).

## Remark 1: limits, and which times enter

If \(\tau_{me}\ll\tau_m\), nearly all magnon momentum goes to the electrons and \(S_{md}\to-2C/(3ne)=-s/(ne)\), the magnon entropy per electron charge. If \(\tau_{me}\gg\tau_m\), the lattice takes the momentum first and \(S_{md}\simeq-(2C/3ne)(\tau_m/\tau_{me})\to0\). At a fixed ratio of times and fixed \(n\) and \(D\), \(S_{md}\propto T^{3/2}\).

Both times in (3) are magnon times. The time \(\tau_{em}\), in which electrons lose momentum to magnons, follows from the equality of the two forces:
\[
\frac{nm}{\tau_{em}}=\frac{n_mM}{\tau_{me}},\qquad
\tau_{em}=\tau_{me}\,\frac{nm}{n_mM}. \tag{13}
\]
The two differ widely when the magnon fluid is much lighter than the electron fluid.

## Remark 2: the reverse effect

Let a current flow at uniform temperature. With \(\nabla p=0\), (9) gives \(\mathbf v_m=\varphi\mathbf v_e\), and (8) is solved by a magnon gas drifting at \(\mathbf v_m\). Its heat flux, again by parts, is
\[
q=v_m\sum_k\varepsilon v_z\hbar k_z\left(-\frac{\partial n_0}{\partial\varepsilon}\right)
=-v_m\sum_k\varepsilon k_z\frac{\partial n_0}{\partial k_z}
=v_m\sum_kn_0\left(\varepsilon+k_z\frac{\partial\varepsilon}{\partial k_z}\right)=v_m(u+p).
\]
Here \(u+p=\tfrac53u=Ts\), because \(s=2C/3=5u/(3T)\). The current density is \(j=-nev_e\), so the Peltier coefficient is
\[
\Pi_{md}=\frac qj=-\frac{\varphi Ts}{ne}=TS_{md},
\]
as the Kelvin relation requires.

## Remark 3: a magnon gap

With \(\varepsilon=\Delta+Dk^2\) the velocity is still \(\hbar\mathbf k/M\), so (7), (9) and (10) keep their form. The pressure becomes \(p=\tfrac23(u-n_m\Delta)\), and its slope is no longer \(2C/3\). It is still \(s\), since \(dp=s\,dT\) at zero magnon chemical potential. The form that survives is therefore
\[
S_{md}=-\frac{s}{ne}\,\varphi. \tag{14}
\]
For \(k_BT\ll\Delta\) the leading terms are \(s\simeq n_m\Delta/T\) and \(C\simeq n_m\Delta^2/(k_BT^2)\), so \(2C/3\) exceeds \(s\) by the large factor \(2\Delta/(3k_BT)\). Formula (3) fails there.

## Remark 4: times that depend on energy

Let the lattice rate grow with energy, \(1/\tau_m\to x/\tau_m\) with \(x=\varepsilon/k_BT\), as for damping proportional to frequency, and keep \(\tau_{me}\) constant. The answer then depends on magnon-magnon collisions.

Without them each \(\mathbf k\) has its own share \(\varphi(x)=1/(1+x\tau_{me}/\tau_m)\). The summand of \(dp/dT\) is \(\tfrac13\hbar kv\,\partial n_0/\partial T\), so \(\varphi\) is averaged with the weight \(x^{5/2}e^x/(e^x-1)^2\).

If momentum-conserving magnon-magnon collisions dominate, all magnons drift together. The momentum loss is then governed by the mean of \(x\) with the weight in (7), which is \(x^{3/2}e^x/(e^x-1)^2\). From \(\int_0^\infty x^ae^x(e^x-1)^{-2}dx=\Gamma(a+1)\zeta(a)\),
\[
\langle x\rangle=\frac{\Gamma(7/2)\,\zeta(5/2)}{\Gamma(5/2)\,\zeta(3/2)}=\frac52\,\frac{\zeta(5/2)}{\zeta(3/2)}\approx1.28,\qquad
\varphi=\frac1{1+\langle x\rangle\tau_{me}/\tau_m}.
\]

## Worked example: parameters in the regime of iron

Take \(T=100\) K and model inputs chosen near the values of bcc iron: \(D=2.8\) meV nm², lattice constant \(a=0.287\) nm, and one mobile electron per atom, \(n=2/a^3=84.6\) nm⁻³. The times \(\tau_m=10\) ps and \(\tau_{me}=5\) ps are assumed for illustration and are not measured.

Equations (5) and (6) give \(n_m=0.317\) nm⁻³ and \(C=8418\) J/(m³K), so \(2C/3=5612\) J/(m³K). With \(ne=84.6\times10^{27}\times1.602\times10^{-19}=1.355\times10^{10}\) C/m³,
\[
-\frac{2C}{3ne}=-\frac{5612}{1.355\times10^{10}}\ \text{V/K}=-0.414\ \mu\text{V/K},\qquad
\varphi=\frac1{1+5/10}=0.667,
\]
\[
S_{md}=-0.276\ \mu\text{V/K}=-2.76\times10^{-7}\ \text{V/K}.
\]
The full-drag value is \(-0.146\) μV/K at 50 K and \(-1.17\) μV/K at 200 K, a ratio of \(4^{3/2}=8\).

The magnon mass is 13.6 electron masses, so \(n_mM/(nm)=0.317\times13.6/84.6=0.051\), and (13) gives \(\tau_{em}=98\) ps. Put in place of \(\tau_{me}\), it would give a factor of 0.092 instead of 0.667.

A magnon with \(Dk^2=k_BT\) moves at 14.9 nm/ps. The combined momentum lifetime is \(1/(1/10+1/5)=3.33\) ps, so its mean free path is about 50 nm. The path grows as \(x^{1/2}\) with \(x=\varepsilon/k_BT\). Averaged with the drag weight \(x^{5/2}e^x/(e^x-1)^2\) of Remark 4, it is longer by the factor \(\Gamma(4)\zeta(3)/[\Gamma(7/2)\zeta(5/2)]=1.62\), which gives about 80 nm. The theorem requires a sample much longer than this along the temperature gradient.

### Size of the neglected effects

**Electron diffusion.** For free electrons the density of states at the Fermi energy is \(3n/(2E_F)\), hence \(s_e=\tfrac{\pi^2}3k_B^2T\cdot3n/(2E_F)\) and \(-s_e/(ne)=-\pi^2k_B^2T/(2eE_F)\). With \(E_F=7.03\) eV this is \(-0.52\) μV/K, larger than the drag. The sum within this model is \(-0.80\) μV/K.

**Phonon drag.** Phonons with linear dispersion that gave all their momentum to the electrons would contribute \(-C_{ph}/(3ne)\). A Debye model with a rough Debye temperature of 450 K gives \(-37\) μV/K. This is the limit for normal collisions and not an estimate; Umklapp events can transfer more momentum than the phonon carries and are not bound by it. Already 0.74 % of this limit equals the magnon drag. Equation (8) also treats the lattice as a sink at rest. Phonons that drift in the gradient can pass momentum to the magnons, and this path is not included in (3).

**Energy-dependent damping.** The model of Remark 4 gives \(-0.193\) μV/K without magnon-magnon collisions and \(-0.252\) μV/K when they dominate. These are 30 % and 9 % smaller in magnitude than the constant-time result.

**Dispersion.** A gap of 0.1 meV (rough) lowers the full drag by 1.3 %. The nearest-neighbour bcc dispersion with the same \(D\) raises it by 4.5 %. A stiffness lower by 10 % raises it by 17 %, since \(C\propto D^{-3/2}\).

**Short wave vectors.** To flip its spin at the Fermi level, an electron must bridge the two spin-split Fermi spheres, which requires \(q\ge\Delta_{ex}k_F/(2E_F)\). For a splitting \(\Delta_{ex}\) of 0.3 eV (rough) this is 0.29 nm⁻¹, and magnons below it carry 0.07 % of the drag. While small, this share grows as \(\Delta_{ex}^3\), so a splitting of 1 eV would already raise it to about 2.5 %, and one of 2 eV, roughly the size found in the d bands of iron, to about 19 %.

**Umklapp.** In an Umklapp event the electron goes to \(\mathbf k+\mathbf q-\mathbf G\), with \(\mathbf G\) a reciprocal lattice vector. Both electron states lie near the Fermi sphere, so \(q\ge G-2k_F\). For the shortest \(G=2\pi\sqrt2/a\) this is 3.8 nm⁻¹, and magnons above it carry 17 % of the full drag. This share is an upper bound, because the threshold is reached only for \(\mathbf q\) along \(\mathbf G\). Requiring \(|\mathbf q-\mathbf G|\le2k_F\) for one of the twelve shortest \(\mathbf G\) leaves about 9 %. Such an event gives the electron \(\hbar(\mathbf q-\mathbf G)\), which can point against \(\mathbf q\), so assumption 4 is not safe even for free electrons. The share above the threshold grows with temperature and exceeds one half at 200 K (about 43 % when the direction of \(\mathbf q\) is taken into account), so the full-drag value quoted for 200 K illustrates the \(T^{3/2}\) law and is not a prediction for iron.

Two effects are small here: thermal magnons remove 0.34 % of the magnetization, for a rough moment of 2.2 Bohr magnetons per atom, and \(k_BT/E_F=0.0012\).

### Comparison with real iron

The measured thermopower of iron near 100 K is positive and, roughly, of the order of 10 μV/K. The model gives a negative value, smaller in magnitude by roughly a factor of ten, even with diffusion included. No choice of the two times repairs this, because \(\varphi\) lies between 0 and 1 and the drag cannot exceed 0.41 μV/K in magnitude for the chosen \(n\) and \(D\). Iron clearly breaks the assumption of a single electron-like band, since its d bands also cross the Fermi level. Umklapp is not excluded either, as the estimate above shows. Either can change the sign of the drag as well as its size, and the present model cannot say by how much. For a material to be used in a thermopile, (3) thus estimates one contribution. With all other parameters fixed, its magnitude grows for softer magnons, fewer carriers and a smaller ratio \(\tau_{me}/\tau_m\). This is not a design rule, because the parameters are linked. Softer magnons have larger thermal wave vectors, so more of them lie above the Umklapp threshold. With too few carriers the exchange splitting empties one spin band, and an electron at the Fermi level can then no longer flip its spin by absorbing or emitting a single thermal magnon.

The main values of the example are listed in the numerical output below; the others follow from them and from the formulas above.

## Table of computed values

```
temperature: 100 K
thermal energy kT: 8.617 meV
magnon stiffness D (rough): 2.8 meV nm^2
lattice constant (rough): 0.287 nm
electron density n: 84.6 nm^-3
magnon-lattice time tau_m (assumed): 10 ps
magnon-electron time tau_me (assumed): 5 ps
magnon mass / electron mass: 13.61
magnon density: 0.3166 nm^-3
magnon heat capacity C: 8418 J/(m^3 K)
pressure slope dp/dT by quadrature: 5612 J/(m^3 K)
magnon entropy density by quadrature: 5612 J/(m^3 K)
(dp/dT)/C, quadratic dispersion: 0.6667
(dp/dT)/C, linear dispersion: 0.3333
full-drag thermopower: -0.414 uV/K
reduction factor: 0.6667
magnon-drag thermopower: -0.276 uV/K
magnon-drag thermopower, converted: -2.76e-07 V/K
Peltier coefficient from heat current: -27.6 uV
electron-magnon time tau_em: 98.19 ps
factor if tau_em were wrongly used: 0.0924
full drag at 50 K: -0.1464 uV/K
full drag at 200 K: -1.171 uV/K
thermal magnon wave vector: 1.75 nm^-1
thermal magnon velocity: 14.9 nm/ps
magnon mean free path: 49.8 nm
Neglected effects
Fermi energy, free electrons: 7.03 eV
degeneracy ratio kT/E_F: 0.0012
electron diffusion thermopower: -0.521 uV/K
Debye temperature (rough): 450 K
phonon-drag ceiling: -37.2 uV/K
phonon share equal to magnon drag: 0.74 %
magnon gap (rough): 0.1 meV
change of full drag by gap: -1.3 %
change by bcc lattice dispersion: 4.5 %
change if D is 10 % lower: 17.1 %
drag, loss rate ~ energy, no magnon-magnon: -0.193 uV/K
drag, loss rate ~ energy, strong magnon-magnon: -0.2522 uV/K
exchange splitting, mobile electrons (rough): 0.3 eV
smallest wave vector for spin flip: 0.29 nm^-1
drag share below it: 0.067 %
smallest wave vector for Umklapp: 3.8 nm^-1
drag share above it: 17 %
atomic moment (rough): 2.2 Bohr magnetons
magnetization lost to magnons: 0.34 %
```
